\section*{Why nonrelativistic contractions fail in scalar-relativistic calculations}

\section{What a contraction freezes}

\textbf{Q:} I have a good contracted Gaussian basis, optimized without relativity. For a heavy atom I keep the basis and replace the one-electron Hamiltonian by a scalar-relativistic one. The Hamiltonian carries the relativity, so the basis should still serve.

\textbf{A:} The Hamiltonian asks the core orbitals to change shape. Can yours? Suppose that each occupied core shell has one contracted function, with fixed coefficients, and nothing else in the basis reaches the core.

\textbf{Q:} The self-consistent field can still mix 1s with 2s.

\textbf{A:} It can, but if five $s$ functions hold five filled $s$ shells, the density is built from the projector on their span. Rotating orbitals within the span leaves that projector unchanged. Individual orbitals may change; the filled $s$ block cannot shrink.

\textbf{Q:} How do I measure the harm without mixing it with other basis errors?

\textbf{A:} Use one Hamiltonian for both calculations. I take spin-free X2C with a point nucleus, in Hartree atomic units. Its matrix $h$ is built in the uncontracted primitives and then projected on the contracted functions. The contracted minimum cannot lie below the uncontracted one, because it minimizes the same energy over a smaller space. This comparison is lost if X2C is rebuilt in the contracted set, and the error changes size. For one electron in the frozen nonrelativistic 1s function the rebuilt problem is a $2\times2$ matrix with energy $-Z^2-c^2+c\sqrt{c^2+Z^2}$, which lies above the Dirac energy by $Z^6/(8c^4)$ at leading order. At $Z=80$ that error is $98\,E_h$, against $209\,E_h$ found below for the projected Hamiltonian; for the iodine atom below it is $20.5\,E_h$ against $64.75\,E_h$. The $Z^5$ law and the numbers that follow belong to the projected Hamiltonian.

For one electron let $h\psi=E\psi$, let $\phi_0$ be the normalized nonrelativistic 1s function, and put $\delta=\phi_0-\psi$. Since $(h-E)\psi=0$ and $h$ is Hermitian, the terms containing $\psi$ drop out:
\begin{equation}
\Delta=\langle\phi_0|h-E|\phi_0\rangle=\langle\delta|h-E|\delta\rangle .
\end{equation}
The error is quadratic in the missing relaxation.

\section{How much the 1s orbital should shrink}

\textbf{Q:} Then how large is the relaxation?

\textbf{A:} Start from the Dirac equation with the rest energy removed:
\begin{align}
V\varphi_L+c\,\sigma\!\cdot\!p\,\varphi_S&=E\varphi_L,\label{large}\\
c\,\sigma\!\cdot\!p\,\varphi_L+(V-2c^2)\varphi_S&=E\varphi_S.\label{small}
\end{align}
The spin-free form drops the spin-orbit part of $\sigma\!\cdot\!p\,V\,\sigma\!\cdot\!p$. That part is $(V'/r)\,\sigma\!\cdot\!L$, which vanishes on $s$ functions, so here the Dirac solution is the reference.

With a constant spinor $\chi$, write $\varphi_L=g\chi$ and $\varphi_S=-if\,\sigma\!\cdot\!\hat r\,\chi$. The equations become
\begin{equation}
-c\left(f'+\frac{2f}{r}\right)=(E-V)g,\qquad cg'=(E+2c^2-V)f .
\end{equation}
Insert $V=-Z/r$, $g=r^{\gamma-1}e^{-Zr}$ and $f=bg$. The $1/r$ terms give $-cb(\gamma+1)=Z$ and $c(\gamma-1)=bZ$. Eliminating $b$ gives $c^2(1-\gamma^2)=Z^2$. The constant term of the first equation gives $E=cbZ$. With $x=Z/c$,
\begin{equation}
\gamma=\sqrt{1-x^2},\qquad E=c^2(\gamma-1).
\end{equation}
The constant term of the second equation, $-cZ=b(E+2c^2)$, is then satisfied too. Both components have the radial density $r^{2\gamma}e^{-2Zr}$, so
\begin{equation}
\langle r^2\rangle_D=\frac{\Gamma(2\gamma+3)}{\Gamma(2\gamma+1)(2Z)^2}
=\frac{(\gamma+1)(2\gamma+1)}{2Z^2}
=\frac{3-\frac74x^2+\cdots}{Z^2}.
\end{equation}

\textbf{Q:} My basis represents an X2C orbital, not a Dirac spinor.

\textbf{A:} So we must change picture. X2C defines $X$ by $\varphi_S=X\varphi_L$ for the positive-energy solutions, and $\psi=(1+X^\dagger X)^{1/2}\varphi_L$, which preserves the norm. At low momentum $X\simeq\sigma\!\cdot\!p/(2c)$, hence $\psi\simeq(1+p^2/8c^2)\varphi_L$. To order $c^{-2}$,
\begin{align}
\langle r^2\rangle_D-\langle r^2\rangle_\psi
&=\frac{\langle p\cdot r^2p\rangle}{4c^2}-\frac{\langle p^2r^2+r^2p^2\rangle}{8c^2}\notag\\
&=\frac{\langle\nabla^2r^2\rangle}{8c^2}=\frac{3}{4c^2},
\end{align}
where I used $p\cdot r^2p=\frac12(p^2r^2+r^2p^2)+\frac12\nabla^2r^2$ and $\nabla^2r^2=6$. Therefore
\begin{equation}
Z^2\langle r^2\rangle_\psi=3-\tfrac52x^2+\cdots .
\end{equation}
The root-mean-square (rms) radius should fall by the fraction $5x^2/12$ at leading order. The frozen function keeps $Z^2\langle r^2\rangle=3$.

\section{The power of $Z$}

\textbf{Q:} Then $\delta$ is of order $x^2$ and the energy scale is $Z^2$. The error should go as $Z^2x^4=Z^6/c^4$.

\textbf{A:} That holds for the part of $\delta$ at momenta $p\sim Z$. At small $x$ a larger contribution to the energy comes from $p\sim c$, very near the nucleus, where $\delta$ has little norm but $h-E$ is large. Use $\phi(p)=\int e^{-ip\cdot r}\phi(r)\,d^3r$ and look at $p\gg Z$. Most of the orbital has low momentum, so its product with $V$ transforms to $V(p)\phi_0(r{=}0)$, with $V(p)=-4\pi Z/p^2$. The Schr\"odinger equation then gives
\begin{equation}
\phi_0(p)\simeq\frac{2}{p^2}\,\frac{4\pi Z}{p^2}\,\phi_0(0)=\frac{8\pi Z\phi_0(0)}{p^4},
\qquad \phi_0(0)^2=\frac{Z^3}{\pi}.
\end{equation}

\textbf{Q:} And the relativistic tail?

\textbf{A:} Let $p=ct$ and keep the leading order in $x$. In \eqref{large} the source is the same, $s=4\pi Z\phi_0(0)/p^2$, and $E$ is negligible, so $c\,\sigma\!\cdot\!p\,\varphi_S=s\chi$. In \eqref{small} $V\varphi_S$ is of higher order, so $\sigma\!\cdot\!p\,\varphi_L=2c\varphi_S$. Multiplying each by $\sigma\!\cdot\!p$ and using $(\sigma\!\cdot\!p)^2=p^2$,
\begin{equation}
\varphi_L=\frac{2s}{p^2}\chi,\qquad \varphi_S=\frac t2\,\sigma\!\cdot\!\hat p\,\varphi_L .\label{tail}
\end{equation}
The large component has the nonrelativistic tail. The change comes from the factor $(1+X^\dagger X)^{1/2}$.

For a free electron of kinetic energy $c^2(e-1)$, with $e=\sqrt{1+t^2}$, equation \eqref{large} gives $X_0=\tau\,\sigma\!\cdot\!\hat p$, where $\tau=(e-1)/t=t/(1+e)$. The bound tail is not a free wave: its ratio of components is $t/2$, not $\tau$. The nuclear field therefore adds a term $X_1$ that carries the low-momentum part $\varphi_{\rm low}$ of the orbital to momentum $p$. Requiring $X\varphi_L=\varphi_S$ at $p$ gives
\begin{equation}
(X_1\varphi_{\rm low})(p)=\left(\frac t2-\tau\right)\sigma\!\cdot\!\hat p\,\varphi_L
=\frac{\tau(e-1)}2\,\sigma\!\cdot\!\hat p\,\varphi_L ,
\end{equation}
since $t=\tau(1+e)$.

\textbf{Q:} How do you take the square root, if $X_0$ and $X_1$ do not commute?

\textbf{A:} Write it as $M_0+M_1$ and square it. At first order, $M_0M_1+M_1M_0=X_0^\dagger X_1+X_1^\dagger X_0$. At low momentum $M_0=1$ and $X_0=0$ to this order; at $p$, $M_0=m=\sqrt{1+\tau^2}$. Thus
\begin{equation}
(m+1)(M_1\varphi_{\rm low})(p)=\tfrac12\tau^2(e-1)\varphi_L .
\end{equation}
Add $m\varphi_L$ to obtain $\psi(p)$, divide by the common tail, and use $m-1=\tau^2/(m+1)$:
\begin{equation}
\frac{\psi}{\phi_0}-1=\frac{\tau^2}{m+1}\left[1+\frac{e-1}2\right]
=\frac{t^2}{2(1+e)(1+m)} .\label{ratio}
\end{equation}
Also $\tau^2=(e-1)/(e+1)$, so $m^2=2e/(1+e)$.

For $Z\ll p\ll c$ the ratio is $t^2/8$. The missing amplitude is then $\pi Z\phi_0(0)/(c^2p^2)$, which in space is $Z\phi_0(0)/(4c^2r)$. With kinetic energy $p^2/2$ its energy integral would grow linearly with the upper momentum. The full expression \eqref{ratio} cuts it off at $p\sim c$, and this turns one factor $Z/c$ into a number.

\textbf{Q:} Let me see that number.

\textbf{A:} In the tail $h-E$ is $c^2(e-1)=c^2t^2/(1+e)$ at leading order. The measure is $d^3p/(2\pi)^3=p^2dp/(2\pi^2)$, and $|\phi_0(p)|^2=64\pi Z^5/p^8$. Hence
\begin{align}
\Delta&\simeq\frac{32Z^5}{\pi c^3}\int_0^\infty\frac{dt}{t^6}\,
\frac{t^4}{4(1+e)^2(1+m)^2}\,\frac{t^2}{1+e}
=K\frac{Z^5}{c^3},\\
K&=\frac8\pi\int_0^\infty\frac{dt}{(1+e)^3(1+m)^2}=0.1154 .\label{K}
\end{align}
I evaluated the last integral by numerical quadrature. Extending it to $t=0$ changes only higher orders, because the integrand is finite there.

\textbf{Q:} How soon do those higher orders matter?

\textbf{A:} One more scattering by the nucleus multiplies the missing amplitude by about $Z/p=x/t$, so $t^2$ acquires a companion $xt$. Their cross term in the energy integral is proportional to $x\,dt/t$ between $t\sim x$ and $t\sim1$. This gives a relative correction of order $x\ln(1/x)$, besides terms of order $x$.

To see the size, I diagonalized the Dirac matrix in even-tempered $s$ Gaussians of exponent ratio 2, formed $h$, and inserted the nonrelativistic function of the same basis. For $Z=1,2,4$, $\Delta c^3/Z^5$ is 0.12209, 0.12633 and 0.13246. The combination $4f(Z)-4f(2Z)+f(4Z)$ removes terms in $x$ and $x\ln x$. It gives $4(0.12209-0.12633)+0.13246=0.1155$, near $K$. For hydrogen itself the error is about $5\times10^{-8}\,E_h$, so there your basis does serve.

\section{Heavier ions}

\textbf{Q:} And when $Z/c$ is no longer small?

\textbf{A:} The same diagonalization gives the following values. The shift is the exact Dirac energy minus $-Z^2/2$; the last column is the loss of rms radius of the X2C orbital.
\begin{center}
\begin{tabular}{rrrr}
$Z$ & $\Delta/E_h$ & shift$/E_h$ & shrinkage\\
10 & 0.0056 & $-0.0667$ & 0.22\%\\
20 & 0.187 & $-1.077$ & 0.89\%\\
40 & 6.17 & $-17.81$ & 3.6\%\\
80 & 208.7 & $-332.2$ & 14.8\%
\end{tabular}
\end{center}
Each doubling of $Z$ multiplies the error by a factor corresponding to a local power between 5.0 and 5.1. The coefficient is not at its limit, though: at $Z=80$ the leading formula gives $147\,E_h$, well below $209\,E_h$. Relative to the relativistic shift, the error rises from 8\% at $Z=10$ to 63\% at $Z=80$. These are point-nucleus values; a Gaussian nuclear charge lowers the error at $Z=80$ by about 1\%.

\section{The iodine atom}

\textbf{Q:} A real atom has screening and many shells.

\textbf{A:} The electron repulsion has no Coulomb singularity at the nucleus, so each $s$ orbital has the same leading tail with its own $\phi(0)$. Replacing $Z^3/\pi$ by the total contact density $\rho(0)$ gives the leading estimate $\Delta_{\rm atom}/\Delta_{\rm ion}\simeq\pi\rho(0)/Z^3$.

For iodine, $Z=53$, I used spherically averaged restricted Hartree--Fock with the five 5p electrons spread evenly over the shell. The self-interaction this leaves in the open shell is not removed, and the electron repulsion is not transformed relativistically. Both choices are the same in every scalar-relativistic run. The even-tempered primitives are 20s14p9d, with ratio 2.5 and $s$ exponents from 0.04 to $1.5\times10^6$. Their nonrelativistic occupied orbitals form the 5s4p2d contraction, which therefore has no contraction error without relativity.

The uncontracted energy is $-6916.84\,E_h$ without relativity and $-7111.17\,E_h$ with it. The frozen contraction gives $-7046.42\,E_h$, so
\begin{equation}
\Delta=-7046.42+7111.17=64.75\,E_h\quad(1762\ \mathrm{eV}),
\end{equation}
one third of the relativistic shift of $194.33\,E_h$. These digits are not converged in the primitives: a denser 32s23p14d set, of ratio 2 with $s$ exponents from 0.03 to $6\times10^7$, gives $\Delta=65.29\,E_h$ and a shift of $194.98\,E_h$, again one third.

The one-electron ion with the same $s$ primitives has an error of $25.28\,E_h$, so the actual ratio is $64.75/25.28=2.56$. The nonrelativistic $\rho(0)$ in this basis is $1.023\times10^5$ bohr$^{-3}$, so $\pi\rho(0)/53^3=2.16$. Gaussians have no cusp, and in these primitives the ion itself reaches only 0.974 of its exact contact density $Z^3/\pi$. Comparing atom and ion in the same basis raises the estimate to $2.16/0.974=2.22$. It gives the scale but is about 13\% too low. Part of the gap lies outside the $s$ shells: with all $s$ primitives free and $p$ and $d$ still frozen, $4.55\,E_h$ of error remains.

\textbf{Q:} I would simply add diffuse functions. Valence flexibility usually helps.

\textbf{A:} It reaches little of this error. Freeing all primitives with exponents below 1 leaves $64.24\,E_h$, or 99\% of it. The share depends on the primitives and on the cut: in the denser set the same cut leaves 84\%, and in the present set freeing everything below 100 leaves $12.6\,E_h$, or 19\%. Freeing those above 100 instead leaves $0.17\,E_h$, or 0.3\%. Most of the error lies in the fixed core coefficients. All of it is measured against the same primitives, so whether those primitives suffice for the relativistic atom is a separate question.

\textbf{Q:} So steep primitives settle the matter.

\textbf{A:} For the total energy, nearly. Look at 5s as well:
\begin{center}
\begin{tabular}{lrr}
X2C basis & $\varepsilon_{5s}/E_h$ & rms radius/bohr\\
uncontracted & $-0.887$ & 2.142\\
frozen & $-0.877$ & 2.228\\
frozen + diffuse & $-0.860$ & 2.177\\
frozen + steep & $-0.896$ & 2.226
\end{tabular}
\end{center}
Steep functions repair the core but leave 5s almost as wide as in the frozen set. Diffuse functions let it contract partly, yet its level moves further from the uncontracted value. The size of that move depends on the primitives: in the denser set the diffuse row reads $-0.875$ and 2.159, while the other rows change by about 0.001. A good total energy does not certify the valence shell.

\textbf{Q:} But the frozen set misses $\varepsilon_{5s}$ by only $0.010\,E_h$. Perhaps the $65\,E_h$ cancels in energy differences.

\textbf{A:} Much of a core error can cancel when the core is alike in both states. These numbers do not say how much remains in an ionization or bond energy, and an orbital energy is not such a difference. The orbitals relax on ionization, and even with fixed orbitals the energy of this model is quadratic in the occupations, so a level gives its slope, not the finite change on removing an electron. That has to be calculated for the property you want.

\textbf{Q:} Must I then leave everything uncontracted?

\textbf{A:} No. Take the occupied orbitals of the uncontracted scalar-relativistic atom as the new contractions. Their span contains that solution, so for this atom, occupation and Hamiltonian the contraction error is zero. In a molecule you still need free functions for the valence shell to respond. What you should not carry over to a heavy atom is the set of nonrelativistic core coefficients.
